# Hydrogen 1s State in a Quadrupole Field: Shielding and Polarizability

## Problem

One electron is bound to a fixed point nucleus of charge $Z$. In atomic units, and without relativity, its ground state is

$$
\psi_0=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr},\qquad H_0=-\frac12\nabla^2-\frac Zr,\qquad E_0=-\frac{Z^2}{2}.
$$

Distant static charges add a weak, axially symmetric quadrupole field, in which the electron has the potential energy

$$
V=\lambda r^2P_2(\cos\theta),\qquad P_2(\cos\theta)=\tfrac12(3\cos^2\theta-1).
$$

(a) Find the first-order wave function $\psi_1$ in closed form.

(b) The quadrupole polarizability $\alpha$ is defined by the second-order energy $E_2=-\frac12\alpha\lambda^2$. Find $\alpha$.

(c) The distorted electron cloud changes the electric field gradient at the nucleus from $V_{zz}^{\rm ext}$ to $V_{zz}^{\rm ext}(1-\gamma)$. Find the Sternheimer factor $\gamma$ to lowest order in $\lambda$.

(d) Explain the dependence of $\alpha$ and $\gamma$ on $Z$ by scaling.

(e) Now let the nucleus carry a quadrupole moment $Q$, with no external field. Find the quadrupole moment that it induces in the electron cloud, and compare with (c).

(f) A hydrogen atom sits midway between two point charges $-e$, each at a distance $d=10$ Å on the $z$ axis. Evaluate the field gradient at the nucleus, the second-order energy and the induced moment $\langle r^2P_2\rangle$.

## Solution

### (a) First-order wave function

The density of $\psi_0$ is spherical and the angular average of $P_2$ is zero, so $E_1=\langle\psi_0|V|\psi_0\rangle=0$. The first-order equation is therefore

$$
(H_0-E_0)\psi_1=-V\psi_0 .
$$

Write $\psi_1=-\lambda F\psi_0$ with $F=f(r)P_2$. The product rule gives

$$
(H_0-E_0)(F\psi_0)=F(H_0-E_0)\psi_0-\tfrac12\psi_0\nabla^2F-\nabla F\cdot\nabla\psi_0 .
$$

The first term vanishes. In the last one, $\nabla\psi_0=-Z\hat{\mathbf r}\,\psi_0$, so it equals $+Z\psi_0\,\partial F/\partial r$. Since $P_2$ has angular momentum $l=2$, with $l(l+1)=6$,

$$
\nabla^2F=\left(f''+\frac2r f'-\frac6{r^2}f\right)P_2 .
$$

After division by $-\lambda P_2\psi_0$ the radial equation is

$$
-\frac12\left(f''+\frac2r f'-\frac6{r^2}f\right)+Zf'=r^2. \tag{1}
$$

The term $Zf'$ can produce $r^2$ from a cubic, so try $f=ar^3+br^2$. For $r^3$ the bracket is $(6+6-6)r=6r$. For $r^2$ it is $2+4-6=0$, because $r^2P_2$ solves Laplace's equation. Equation (1) becomes

$$
-3ar+3Zar^2+2Zbr=r^2 .
$$

The powers $r^2$ and $r$ give $3Za=1$ and $2Zb=3a$. Hence

$$
f=\frac{r^3}{3Z}+\frac{r^2}{2Z^2},\qquad
\psi_1=-\lambda\left(\frac{r^3}{3Z}+\frac{r^2}{2Z^2}\right)P_2\,\psi_0. \tag{2}
$$

No other solution is acceptable. The difference of two acceptable solutions would be a bound $l=2$ eigenstate of $H_0$ with energy $-Z^2/2$, but the lowest $l=2$ level has principal quantum number 3 and energy $-Z^2/18$. Nor can a multiple of $\psi_0$ be added, if $\psi_1$ is kept orthogonal to $\psi_0$ as usual.

### (b) Polarizability

The angular average of $P_2^2$ is $1/5$. Let $\langle\cdots\rangle$ denote an average over $\psi_0^2$. Then

$$
E_2=\langle\psi_0|V|\psi_1\rangle=-\frac{\lambda^2}{5}\langle r^2f\rangle,
\qquad \alpha=\frac25\langle r^2f\rangle .
$$

The radial averages needed here and below are

$$
\langle r^n\rangle=4Z^3\int_0^\infty r^{n+2}e^{-2Zr}\,dr=\frac{(n+2)!}{2(2Z)^n}. \tag{3}
$$

Thus $\langle r^5\rangle=315/(4Z^5)$ and $\langle r^4\rangle=45/(2Z^4)$, and

$$
\alpha=\frac25\left(\frac{\langle r^5\rangle}{3Z}+\frac{\langle r^4\rangle}{2Z^2}\right)
=\frac25\left(\frac{105}{4}+\frac{45}{4}\right)\frac1{Z^6}=\frac{15}{Z^6}. \tag{4}
$$

For hydrogen $\alpha=15$ atomic units. This value belongs to the operator $r^2P_2$; a quadrupole operator defined with another prefactor changes the number.

### (c) Field gradient at the nucleus

The electron has charge $-1$, so the external electrostatic potential is $-V=-\lambda[z^2-\frac12(x^2+y^2)]$, and

$$
V_{zz}^{\rm ext}=-2\lambda .
$$

A charge $q$ at $(r,\theta)$ produces the gradient $q(3\cos^2\theta-1)/r^3=2qP_2/r^3$ at the origin. The first-order change of the electron's probability density is

$$
\rho_1=2\psi_0\psi_1=-2\lambda fP_2\psi_0^2 .
$$

Including the electron's charge,

$$
V_{zz}^{\rm ind}=-\int\rho_1\frac{2P_2}{r^3}\,d^3r
=\frac{4\lambda}{5}\left\langle\frac{f}{r^3}\right\rangle
=\frac{4\lambda}{5}\left(\frac1{3Z}+\frac{\langle r^{-1}\rangle}{2Z^2}\right).
$$

Equation (3) gives $\langle r^{-1}\rangle=Z$. The bracket is then $1/(3Z)+1/(2Z)=5/(6Z)$, so

$$
V_{zz}^{\rm ind}=\frac{2\lambda}{3Z}=-\frac{1}{3Z}V_{zz}^{\rm ext},
\qquad \gamma=\frac1{3Z}. \tag{5}
$$

For hydrogen $\gamma=1/3$: the nucleus feels two thirds of the applied gradient. The unperturbed spherical cloud contributes nothing to the traceless gradient that acts on a nuclear quadrupole. Since $\rho_1$ vanishes as $r^2$ at the nucleus, it adds no contact term.

The sign has a simple meaning. For $\lambda>0$ the electron's energy is raised near the $z$ axis, so the cloud shifts towards the equatorial plane. Negative charge there has $P_2<0$ and gives a positive $V_{zz}$, against the negative external one. Reversing $\lambda$ reverses both.

The two responses come from different parts of the atom. A radial integrand $r^me^{-2Zr}$ peaks at $r=m/(2Z)$. The two terms of $f$ enter $\alpha$ with $m=7$ and $6$, hence with peaks at $3.5/Z$ and $3/Z$. They enter $\gamma$ with $m=2$ and $1$, hence with peaks at $1/Z$ and $0.5/Z$. The polarizability probes the outer cloud, the shielding factor the inner one.

### (d) Scaling with $Z$

Put $\mathbf r=\mathbf s/Z$. The kinetic and Coulomb energies both acquire a factor $Z^2$, whereas $r^2$ becomes $s^2/Z^2$:

$$
H_0+V=Z^2\left[-\frac12\nabla_s^2-\frac1s+\frac{\lambda}{Z^4}s^2P_2\right].
$$

The ion is thus a hydrogen atom with field strength $\lambda/Z^4$ and energies multiplied by $Z^2$. This gives

$$
E_2=-\frac12\,Z^2\cdot15\left(\frac{\lambda}{Z^4}\right)^2=-\frac12\,\frac{15}{Z^6}\lambda^2 .
$$

The operator $r^{-3}$ becomes $Z^3s^{-3}$, so the induced gradient is $Z^3\cdot\frac23(\lambda/Z^4)=2\lambda/(3Z)$. Contraction of the cloud reduces $\alpha$ steeply. It reduces $\gamma$ only as $1/Z$, because the smaller distortion lies closer to the nucleus.

### (e) The nuclear quadrupole as the source

With $Q$ defined as the integral of $3z^2-r^2=2r^2P_2$ over the nuclear charge, the nucleus adds the potential $QP_2/(2r^3)$. The electron's energy in it is $-QP_2/(2r^3)$. As in (a), the first-order state is $\psi_1^{(Q)}=\frac Q2\,g(r)P_2\psi_0$, where $g$ satisfies (1) with $r^{-3}$ on the right-hand side. For $g=a'/r+b'$ the left-hand side is

$$
\frac{3a'}{r^3}+\frac{3b'}{r^2}-\frac{Za'}{r^2},
$$

so $a'=1/3$, $b'=Z/9$ and $g=1/(3r)+Z/9$. The induced moment of the electron cloud is

$$
Q_{\rm el}=-\int2r^2P_2\,\bigl(2\psi_0\psi_1^{(Q)}\bigr)\,d^3r=-\frac{2Q}{5}\langle r^2g\rangle .
$$

From (3), $\langle r\rangle=3/(2Z)$ and $\langle r^2\rangle=3/Z^2$, so

$$
\langle r^2g\rangle=\frac{\langle r\rangle}{3}+\frac{Z\langle r^2\rangle}{9}=\frac1{2Z}+\frac1{3Z}=\frac5{6Z},
\qquad Q_{\rm el}=-\frac{Q}{3Z}=-\gamma Q .
$$

This result holds to first order in $Q$, as the limit of a nucleus much smaller than $a_0/Z$. The point form $r^{-3}$ cannot be carried further: since $g\sim1/(3r)$, the energy of second order in $Q$ contains $\langle r^{-4}\rangle$ and grows as $1/R$ when the nuclear radius $R$ shrinks. Seen from far away, the nucleus has the moment $Q(1-\gamma)$. Parts (c) and (e) describe the same energy, proportional to the product of $Q$ and the external gradient. The shielding must therefore be applied once, either to the gradient or to the moment.

### (f) Hydrogen between two charges

Let $k=14.39965$ eV Å be the Coulomb constant times $e^2$. The electron is repelled by both charges. For $r<d$ the odd multipoles cancel, and

$$
V_{\rm charges}=\frac{2k}{d}+\frac{2k}{d^3}r^2P_2+\frac{2k}{d^5}r^4P_4+\dots
$$

The constant does not distort the atom. The second term gives

$$
\lambda=\frac{2k}{d^3}=\frac{2(14.39965)}{1000}=0.028799\ \text{eV/Å}^2 .
$$

The gradients, multiplied by $e$, are

$$
eV_{zz}^{\rm ext}=-2\lambda=-0.0576\ \text{eV/Å}^2,\qquad
eV_{zz}^{\rm ind}=+\tfrac13(0.0576)=0.0192\ \text{eV/Å}^2,
$$

with the sum $-0.0384$ eV/Å². (A proton has spin 1/2 and no quadrupole moment; this gradient would act on a nucleus that has one, such as the deuteron.) The atomic unit of $\alpha$ is $a_0^4/E_h$, with $a_0$ the Bohr radius and $E_h$ the hartree, so $\alpha=15$ becomes $0.043226$ Å⁴/eV. Then

$$
E_2=-\tfrac12(0.043226)(0.028799)^2\ \text{eV}=-1.793\times10^{-5}\ \text{eV}.
$$

To first order $\langle r^2P_2\rangle=2\langle\psi_0|r^2P_2|\psi_1\rangle=2E_2/\lambda=-\alpha\lambda$, so

$$
\langle r^2P_2\rangle=-(0.043226)(0.028799)\ \text{Å}^2=-1.245\times10^{-3}\ \text{Å}^2 .
$$

These values can be compared with a diagonalization that treats the two point charges without perturbation theory. With 18 radial Laguerre functions for each of $l=0,2,4$, it gives an effective $\gamma=0.3330$, an energy of $-1.788\times10^{-5}$ eV beyond the constant shift, and $\langle r^2P_2\rangle=-1.239\times10^{-3}$ Å². Relative to the formulas, the magnitudes are smaller by about 0.1%, 0.2% and 0.5%.

For the energy, two of the omitted effects have definite signs. The third-order quadrupole energy is

$$
E_3=\langle\psi_1|V|\psi_1\rangle=\lambda^3\langle r^2f^2\rangle\,\frac{2}{35},
$$

where $2/35$ is the angular average of $P_2^3$. It is positive for $\lambda>0$ and opposes $E_2$. The $P_4$ term, in second order, lowers the energy of the ground state. The size of $E_3$ follows from (3). For $Z=1$, $r^2f^2=r^8/9+r^7/3+r^6/4$, with the average $787.5+472.5+78.75=1338.75$, so $E_3=76.5\,\lambda^3$ and $E_3/|E_2|=76.5\lambda/7.5=10.2\,\lambda$ in atomic units. With $\lambda=2(a_0/d)^3\approx2.96\times10^{-4}$ this ratio is about 0.30%, while the diagonalization lies above $E_2$ by about 0.24% of $|E_2|$. Thus $E_3$ alone has the sign and roughly the size of the difference, and slightly exceeds it. The $P_4$ term acts against the excess and is larger than it. The method of (a) with $l=4$ gives $F=(r^5/5+r^4/4)P_4$ and $\alpha_4=\frac29\langle r^9/5+r^8/4\rangle=2126.25$, so this term is $-(2126.25/15)(a_0/d)^4\approx-0.11\%$ of $|E_2|$. Together with $E_3$ it gives 0.19%, below the 0.24% found. The next order, $d^{-11}$, is the third-order term with two $P_2$ factors and one $P_4$ factor. It adds about $+0.06\%$ and brings the sum to about 0.25%. Still higher orders are not evaluated here.

Real charges at a finite distance, whose potential vanishes at infinity, also allow one to settle whether a bound state exists, even though they repel the electron. A potential $\lambda r^2P_2$ extending to infinity falls without limit in some directions, and the electron can tunnel out; there $\alpha$ and $\gamma$ are perturbation coefficients, not properties of a stable state. For the two real charges, take $\psi_0$ as a trial function. A spherical cloud has a repulsion energy of at most $k/d$ with each outside charge, so the ground-state energy is at most $-k/(2a_0)+2k/d$. This is negative for $d>4a_0$, while the continuum begins at zero. At 10 Å the electron is therefore bound. If the charges came close enough to overlap the cloud, the expansion in $r/d$, and with it the use of a single $\lambda$, would fail.

All numerical values are calculated from the stated model.
